\section*{Balancing cubic coma with tilt over a circular pupil}

\section*{Problem}

A projection lens has a circular exit pupil, clear and uniformly filled. Pupil points have polar coordinates $(\rho,\theta)$, with $\rho=1$ at the rim. The wavefront error is cubic coma,
\begin{equation}
W(\rho,\theta)=A\rho^3\cos\theta ,\qquad A>0,
\end{equation}
where $A$ is a length. The RMS error $\sigma$ is the standard deviation of the wavefront over the pupil area.

\begin{enumerate}
\item[(a)] Find the RMS error of $W$.
\item[(b)] Add a tilt $-bA\rho\cos\theta$ with adjustable $b$. Show that the smallest RMS error is one third of the original, and find the tilt that gives it.
\item[(c)] Can piston, a tilt in the other direction or a defocus term $\rho^2$ reduce the error further?
\item[(d)] What does the balancing tilt do to the image of a point, and how is the peak intensity related to the two RMS values?
\item[(e)] Find out whether the factor of one third survives if the pupil is a slit, if the coma is of fifth degree in $\rho$, or if the peak-to-valley error is minimized instead.
\item[(f)] Evaluate the results for vacuum wavelength $\lambda=193$ nm, numerical aperture $\mathrm{NA}=1.35$ and $A=6$ nm.
\item[(g)] For the same lens, with water of index $n=1.44$ above the wafer and a reduction of $M=4$, estimate how the conclusions change for line gratings, for the non-uniform pupil amplitude of a high-aperture lens, and for polarized light.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The original error}

Denote the average over the pupil by angle brackets. The disk has area $\pi$, so
\begin{equation}
\langle f\rangle=\frac1\pi\int_0^{2\pi}\!\!\int_0^1 f(\rho,\theta)\,\rho\,d\rho\,d\theta .
\end{equation}
The factor $\rho$ in the area element gives the outer zones more weight than the inner ones. For a power of the radius,
\begin{equation}
\langle\rho^m\rangle=2\int_0^1\rho^{m+1}d\rho=\frac{2}{m+2},
\label{eq:moments}
\end{equation}
and for the angular factors $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=\tfrac12$. The average of a product of a radial and an angular function is the product of their averages.

Since $\langle W\rangle=A\langle\rho^3\rangle\langle\cos\theta\rangle=0$, the variance is the mean square:
\begin{equation}
\sigma_0^2=A^2\langle\rho^6\rangle\langle\cos^2\theta\rangle
=A^2\cdot\frac14\cdot\frac12=\frac{A^2}{8},
\qquad \sigma_0=\frac{A}{2\sqrt2}.
\end{equation}

\subsection*{(b) The best tilt}

With the tilt added, the wavefront is $W_b=A(\rho^3-b\rho)\cos\theta$. Its mean is still zero, because $\cos\theta$ is still a factor. Squaring the bracket and using Eq.~\eqref{eq:moments} with $m=6,4,2$,
\begin{align}
\sigma^2(b)&=\frac{A^2}{2}\left(\langle\rho^6\rangle-2b\langle\rho^4\rangle+b^2\langle\rho^2\rangle\right)\nonumber\\
&=\frac{A^2}{2}\left(\frac14-\frac{2b}{3}+\frac{b^2}{2}\right)
=A^2\left(\frac18-\frac b3+\frac{b^2}{4}\right).
\end{align}
To complete the square, note that $\tfrac14(b-\tfrac23)^2=\tfrac{b^2}{4}-\tfrac b3+\tfrac19$. The constant left over is $\tfrac18-\tfrac19=\tfrac1{72}$, so
\begin{equation}
\sigma^2(b)=A^2\left[\frac14\left(b-\frac23\right)^2+\frac1{72}\right].
\label{eq:parabola}
\end{equation}
The square cannot be negative and vanishes at $b=\tfrac23$. Therefore
\begin{equation}
\sigma_{\min}=\frac{A}{\sqrt{72}}=\frac{A}{6\sqrt2},
\qquad
\frac{\sigma_{\min}}{\sigma_0}=\frac{2\sqrt2}{6\sqrt2}=\frac13 .
\end{equation}
The added tilt is $-\tfrac23A\rho\cos\theta$. It has the opposite sign to the coma, since it must cancel the part of $\rho^3$ that resembles a straight line. The variance falls by a factor of nine.

The parabola also shows the cost of a wrong tilt. With no tilt, $b=0$, the bracket is $\tfrac19+\tfrac1{72}=\tfrac18$, as in part (a). Twice the best tilt, $b=\tfrac43$, lies equally far from the minimum on the other side and restores the original RMS error.

The best value can be written as
\begin{equation}
b=\frac{\langle\rho^4\rangle}{\langle\rho^2\rangle}
=\frac{\langle\rho^2\cdot\rho^2\rangle}{\langle\rho^2\rangle},
\label{eq:bmean}
\end{equation}
which is the mean of $\rho^2$ taken with weight $\rho^2$. This form will explain what happens when the pupil is not uniformly filled.

\subsection*{(c) Other low-order terms}

Call the balanced wavefront
\begin{equation}
R=A\left(\rho^3-\frac23\rho\right)\cos\theta
=\frac A3\,(3\rho^3-2\rho)\cos\theta .
\end{equation}
Its average product with each candidate term is
\begin{align}
\langle R\cdot1\rangle&=0,\qquad \langle R\,\rho^2\rangle=0
&&\text{because }\langle\cos\theta\rangle=0,\nonumber\\
\langle R\,\rho\sin\theta\rangle&=0
&&\text{because }\langle\sin\theta\cos\theta\rangle=0,\nonumber\\
\langle R\,\rho\cos\theta\rangle&=\frac A2\left(\frac13-\frac23\cdot\frac12\right)=0.
&&
\end{align}
Let $q$ be any combination of these four terms. The cross term in the mean square vanishes, so
\begin{equation}
\langle(R+q)^2\rangle=\langle R^2\rangle+\langle q^2\rangle\ge\langle R^2\rangle .
\end{equation}
The variance of $R+q$ is the mean square after its mean has been removed. Removing the mean only changes the piston part of $q$, so the inequality holds for the variance too. None of the terms can help. The polynomial $(3\rho^3-2\rho)\cos\theta$ is the primary coma term of the Zernike set, here with rim value one at $\theta=0$, and its coefficient is $A/3$.

\subsection*{(d) What the tilt does to the image}

Take the scalar image field of a point, relative to its aberration-free peak, as
\begin{equation}
U(x)=\left\langle e^{i\phi}\right\rangle,\qquad
\phi=k\left[W+\mathrm{NA}\,x\,\rho\cos\theta\right],\qquad k=\frac{2\pi}{\lambda},
\label{eq:field}
\end{equation}
where $x$ is the image position along the coma direction. This fixes the sign convention. If a tilt $a\rho\cos\theta$ is added to $W$, the bracket contains $a+\mathrm{NA}\,x$ in place of $\mathrm{NA}\,x$. The new field at $x$ is the old field at $x+a/\mathrm{NA}$, so the whole image moves by $-a/\mathrm{NA}$ without changing its shape. The balancing tilt has $a=-\tfrac23A$ and moves the image by $+2A/(3\,\mathrm{NA})$.

To find the peak, use the symmetry of the phase. Opposite pupil points, $\theta$ and $\theta+\pi$, have opposite $\phi$. The imaginary part of $U$ averages to zero, and for small phases
\begin{equation}
U=\langle\cos\phi\rangle=1-\frac{\langle\phi^2\rangle}{2}+\frac{\langle\phi^4\rangle}{24}-\cdots .
\end{equation}
Squaring and keeping terms up to fourth order in $\phi$,
\begin{equation}
1-|U|^2=\langle\phi^2\rangle-\frac{\langle\phi^2\rangle^2}{4}-\frac{\langle\phi^4\rangle}{12}+\cdots .
\label{eq:loss}
\end{equation}
At leading order the intensity loss is $\langle\phi^2\rangle=k^2\sigma^2(b)$, because observing at $x$ has the same effect on the phase as a tilt with $b=-\mathrm{NA}\,x/A$. The intensity is largest where $\sigma(b)$ is smallest:
\begin{equation}
x_{\rm peak}\simeq-\frac{2A}{3\,\mathrm{NA}} .
\label{eq:peak}
\end{equation}
Raw coma thus displaces the point image, and the balancing tilt brings its peak back to $x=0$. At this order the loss is $k^2A^2/8$ at the nominal point of the raw image and $k^2A^2/72$ at its displaced peak. Eight ninths of the loss at the nominal point comes from looking beside the peak. The remaining ninth is a change of image shape, which no translation can repair.

Whether the smaller RMS value is the relevant one depends on the use. For the sharpness of an image whose position is free, it is. If the position matters, as when one lithographic layer must register with another, the tilt has to be supplied physically, for instance by moving the wafer relative to the image. Subtracting it from a measured wavefront leaves the displacement in place.

Equation~\eqref{eq:parabola} can be restated in these terms. A position error $\delta x$ from the peak corresponds to $b-\tfrac23=\pm\mathrm{NA}\,\delta x/A$, hence
\begin{equation}
\sigma^2=\sigma_{\min}^2+\left(\frac{\mathrm{NA}\,\delta x}{2}\right)^2 .
\end{equation}

\subsection*{(e) Where one third does not hold}

\paragraph{A slit pupil.} Let the pupil be a line, $-1\le s\le1$, uniformly filled, with error $As^3$. Now $\langle s^m\rangle=1/(m+1)$ for even $m$, and
\begin{equation}
\frac{\sigma^2}{A^2}=\frac17-\frac{2b}{5}+\frac{b^2}{3}
=\frac13\left(b-\frac35\right)^2+\frac{4}{175},
\end{equation}
since $\tfrac17-\tfrac3{25}=\tfrac4{175}$. The ratio of the smallest to the original RMS error is $\sqrt{(4/175)/(1/7)}=\tfrac25$. The number one third therefore depends on the area weighting of the disk.

\paragraph{Fifth-degree coma.} For $A\rho^5\cos\theta$ on the disk, the radial mean square is $\langle\rho^{10}\rangle-2b\langle\rho^6\rangle+b^2\langle\rho^2\rangle=\tfrac16-\tfrac b2+\tfrac{b^2}2$. Its minimum is at $b=\tfrac12$ and equals $\tfrac16-\tfrac18=\tfrac1{24}$. The RMS ratio is $\sqrt{(1/24)/(1/6)}=\tfrac12$. The tilt removes a smaller share of this error because, over the pupil, $\rho^5$ is less nearly proportional to $\rho$ than $\rho^3$ is.

\paragraph{Peak-to-valley error.} Return to the disk and cubic coma. The factor $\cos\theta$ runs from $-1$ to $1$, so the peak-to-valley error is $2A\max|g|$, with $g(\rho)=\rho^3-b\rho$ on $0\le\rho\le1$. Two values of $g$ settle the matter:
\begin{equation}
g(1)=1-b,\qquad g(\tfrac12)=\tfrac18-\tfrac b2 .
\end{equation}
If $b<\tfrac34$, then $g(1)>\tfrac14$. If $b>\tfrac34$, then $g(\tfrac12)<-\tfrac14$. In both cases $\max|g|>\tfrac14$. At $b=\tfrac34$ the derivative $3\rho^2-\tfrac34$ vanishes at $\rho=\tfrac12$, where $g=-\tfrac14$, while $g(0)=0$ and $g(1)=\tfrac14$. Hence $\max|g|=\tfrac14$ there, and this is the least possible value. The raw coma has $\max|g|=1$, so the peak-to-valley error can be reduced to one quarter.

The two criteria ask for different tilts, but the penalty is mild. Putting $b=\tfrac34$ into Eq.~\eqref{eq:parabola} gives $\sigma^2=A^2(\tfrac1{576}+\tfrac8{576})=A^2/64$. The RMS error $A/8$ is about 6\% above the minimum.

\subsection*{(f) Numbers}

The RMS values are
\begin{equation}
\sigma_0=\frac{6\ \text{nm}}{2\sqrt2}=2.121\ \text{nm},\qquad
\sigma_{\min}=\frac{6\ \text{nm}}{6\sqrt2}=0.707\ \text{nm}.
\end{equation}
Divided by 193 nm, they are 11.0 and 3.7 thousandths of a wave. The added tilt has coefficient $-\tfrac23(6\ \text{nm})=-4$ nm, and the Zernike coefficient is $A/3=2$ nm. The peak of the raw image is expected at
\begin{equation}
x_{\rm peak}\simeq-\frac{4\ \text{nm}}{1.35}=-2.963\ \text{nm}.
\end{equation}
A direct search for the maximum of $|U|^2$, with Eq.~\eqref{eq:field} integrated numerically, also gives $-2.963$ nm.

The same integration gives intensity losses of 0.476\% at the nominal point and 0.053\% at the peak, both relative to the aberration-free peak. Their ratio is 8.98, slightly below nine. The fourth-order terms of Eq.~\eqref{eq:loss} account for this. For raw coma at $x=0$, with $\langle\rho^{12}\rangle=\tfrac17$ and $\langle\cos^4\theta\rangle=\tfrac38$,
\begin{equation}
\langle\phi^4\rangle=\frac{3(kA)^4}{56}=\frac{24}{7}\langle\phi^2\rangle^2,
\qquad
1-|U|^2\simeq\langle\phi^2\rangle\left[1-\left(\frac14+\frac27\right)\langle\phi^2\rangle\right].
\end{equation}
Here $kA=0.195$ and $\langle\phi^2\rangle=(kA)^2/8=0.00477$, so the loss is lowered by about 0.26\% of itself. The corresponding correction at the peak is much smaller, because the phases are. The ratio should thus fall short of nine by roughly a quarter of a percent, as it does.

Losses this small hardly affect the brightness of a point image. The displacement of about 3 nm is the more serious consequence of this coma.

\subsection*{(g) Gratings, pupil amplitude and polarization}

\paragraph{Line gratings.} A point image uses the whole pupil, whereas a grating uses a few points of it. Consider equal lines and spaces of pitch $p$, with lines perpendicular to $x$, under coherent illumination along the axis. The first orders cross the pupil at $\rho_1=\lambda/(p\,\mathrm{NA})$ on either side. This mask has no second order, and the third is blocked if $\rho_1>\tfrac13$. For $\tfrac13<\rho_1\le1$ the field consists of the zero order, of amplitude $c_0$, and two first orders of amplitude $c_1$. The wavefront is odd, so these receive opposite phases $\pm kW_1$, with $W_1=A(\rho_1^3-b\rho_1)$:
\begin{equation}
E=c_0+2c_1\cos\psi,\qquad \psi=\frac{2\pi x}{p}+kW_1 .
\end{equation}
With $c_0$ and $c_1$ positive, the bright line is at $\psi=0$, that is, at
\begin{equation}
x_p=-\frac{pW_1}{\lambda}=-\frac{W_1}{\mathrm{NA}\,\rho_1}
=-\frac{A}{\mathrm{NA}}\left(\rho_1^2-b\right).
\label{eq:pitch}
\end{equation}
The displacement depends on the pitch through $\rho_1^2$. The tilt adds the same shift for every pitch and can cancel the displacement for one value of $\rho_1$. With $b=\tfrac23$ that value is $\rho_1=\sqrt{2/3}=0.816$. The results for the present lens are

\begin{center}
\begin{tabular}{ccc}
pitch (nm) & $\rho_1$ & $x_p$ (nm)\\
\hline
150 & 0.953 & $-1.07$\\
180 & 0.794 & $+0.16$\\
250 & 0.572 & $+1.51$
\end{tabular}
\end{center}

The first row, for example, follows from $-(6/1.35)(0.953^2-0.667)$ nm. The spread over the three pitches is 2.58 nm, and no choice of $b$ changes it. A small balanced RMS error therefore does not ensure that different patterns are placed alike.

\paragraph{Pupil amplitude.} A lossless reduction lens does not give a uniform pupil amplitude at high aperture, even if the mask sends out plane waves of equal amplitude. The power that a plane wave carries through a plane parallel to the wafer is proportional to its squared amplitude times the cosine of its angle to the axis. Power is conserved from mask to wafer, and the magnification is the same for all directions, so the amplitude is multiplied by the square root of the ratio of cosines. The sine of the angle is $\mathrm{NA}\,\rho/M$ at the mask and $\mathrm{NA}\,\rho/n$ in the water, which gives, relative to the centre,
\begin{equation}
\alpha(\rho)=\left[\frac{1-(\mathrm{NA}\,\rho/M)^2}{1-(\mathrm{NA}\,\rho/n)^2}\right]^{1/4}.
\end{equation}
At the rim $\alpha=1.645$. The field is a sum of amplitudes, so the averages in part (d) now carry the weight $\alpha$, and so does the variance that governs the leading intensity loss. By Eq.~\eqref{eq:bmean} with this weight, emphasis on the rim must raise $b$. Numerically, $b=0.695$ instead of 0.667, and the image shift becomes $0.695\times6/1.35=3.09$ nm, about 0.13 nm more than before. The balanced RMS error is 0.717 nm and the ratio 0.315. The ratio falls although the balanced error rises slightly, because the weighted error of the raw coma, $0.717/0.315=2.28$ nm, rises by more. In this scalar estimate the ratio stays near one third, but it is no longer an identity. The estimate leaves out the directions of the electric fields in the water. At such steep angles their effect on the shift and the ratio of a point image depends on the polarization and can outweigh that of the amplitude factor. Neither the small increase in shift nor the small fall in the ratio should be taken as a prediction for a real image.

\paragraph{Polarization.} For light polarized along the grating lines (TE) all fields are parallel, and the scalar result applies. For the perpendicular polarization (TM) the field of each first order is inclined by its propagation angle $\theta_1$. The components are
\begin{equation}
E_x=c_0+2c_1\cos\theta_1\cos\psi,\qquad
E_z=-2ic_1\sin\theta_1\sin\psi .
\end{equation}
In $|E_x|^2+|E_z|^2$ the term that varies as $\cos\psi$ is $4c_0c_1\cos\theta_1\cos\psi$. The squares $\cos^2\psi$ and $\sin^2\psi$ contribute a constant and a second harmonic. Compared with TE, the fundamental modulation is reduced by $\cos\theta_1$, while its phase, and so its position, is unchanged. At 150 nm pitch $\sin\theta_1=193/(150\times1.44)$, so $\theta_1=63.3^\circ$ in water and the factor is 0.449. More than half of the fundamental modulation is lost, a far larger effect on the image than the intensity losses of part (f). The second harmonic, $2c_1^2\cos2\theta_1\cos2\psi$, is also negative at $\psi=0$ for this angle. For equal lines and spaces it is strong enough to split each bright line into two, placed symmetrically about $\psi=0$. These results hold for the field in water. Refraction into a resist of higher index makes the angle smaller and the factor larger. For an index of 1.7, the same formulas give a factor of 0.654 and a single bright line at $\psi=0$, so the splitting in water need not appear in the resist. Reflections in the film are left out.

\paragraph{Comparison with a real lens.} The wavelength, aperture, water index and reduction are rough typical values for an ArF immersion scanner. The coma is an illustrative value, chosen to bring the balanced RMS error below one nanometre, and not a measured one. An assumption that matters for placement is that the image uses the whole pupil evenly. Scanners print patterns that use parts of it, usually with extended or off-axis sources. In the axial coherent case treated here, this leaves displacements of up to 1.5 nm at the three pitches after balancing, half the shift that the tilt removes. Other sources distribute the light differently over the pupil and need their own calculation. The input values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
vacuum wavelength: 193 nm
numerical aperture: 1.35 (dimensionless)
water index: 1.44 (dimensionless)
lens reduction: 4 (dimensionless)
coma coefficient A: 6.0 nm
RMS of raw coma: 2.1213 nm
RMS of raw coma: 10.99 milliwaves
RMS after balancing: 0.7071 nm
RMS after balancing: 3.66 milliwaves
RMS ratio balanced/raw: 0.333333
best b: 0.666667 (dimensionless)
coefficient of added tilt: -4.0000 nm
Zernike coma coefficient A/3: 2.0000 nm
point-image peak of raw coma: x = -2.963 nm
image shift caused by added tilt: 2.963 nm
intensity loss at nominal point: 0.4757 %
intensity loss at shifted peak: 0.0530 %
ratio of the two losses: 8.979
slit pupil, RMS ratio: 0.4000
b for least peak-to-valley: 0.750 (dimensionless)
least peak-to-valley / raw: 0.2500
radiometric amplitude, edge/centre: 1.645
best b with radiometric factor: 0.6953 (dimensionless)
RMS ratio with radiometric factor: 0.3148
balanced RMS with radiometric factor: 0.7168 nm
pitch 150 nm: first order at rho = 0.9531, balanced placement -1.074 nm
pitch 180 nm: first order at rho = 0.7942, balanced placement +0.159 nm
pitch 250 nm: first order at rho = 0.5719, balanced placement +1.510 nm
placement spread over these pitches: 2.584 nm
first-order angle in water, 150 nm pitch: 63.32 degrees
TM/TE fundamental modulation, 150 nm pitch: 0.4490
\end{verbatim}
